\section*{The repulsive core and form factor of Zunger-Cohen pseudopotentials}

\section*{Question}

I am trying to understand hard-core pseudopotentials of the Zunger--Cohen type. The pseudo-orbital is a mixture of the valence orbital and the core orbitals of the same $l$, chosen so that its leading term at the nucleus cancels. The potential then follows by inverting the radial Schr\"odinger equation.

As a test I took one electron in $-Z/r$, called $1s$ the core and $2s$ the valence state, and mixed them so that the term linear in $r$ drops out of $u=rR$. I expected $u\propto r^2$ to be left, hence $u''/(2u)=1/r^2$ and a core $1/r^2$ with coefficient 1. When I plot $r^2V(r)$, it does not go to 1 at the origin.

What is the right coefficient, for general $l$? I have also read that the form factor of such a potential decays only as $1/q$. How does one show that, with the prefactor, when $1/r^2$ is singular and the potential has a Coulomb tail as well? And is the hard core the price of not conserving the norm?

\section*{Answer}

Your inversion is sound, but the power is not. In your mixture the $r^2$ term cancels together with the $r$ term. I first keep the power general, then find it, and then take the transform. Hartree atomic units are used throughout.

\subsection*{From the power of the orbital to the core}

Let $V$ be the screened pseudopotential of channel $l$, and let $u$ have no node for $r>0$, so that we may divide by it:
\begin{equation}
-\tfrac12u''+\frac{l(l+1)}{2r^2}u+Vu=\varepsilon u
\;\Rightarrow\;
V=\varepsilon-\frac{l(l+1)}{2r^2}+\frac{u''}{2u}.
\label{inv}
\end{equation}
A regular orbital in a potential no more singular than $1/r$ starts as $r^{l+1}$. Suppose instead that
\begin{equation}
u=A\,r^{s}\,(1+ar+\dots),\qquad s=l+1+\eta,\quad \eta>0,
\end{equation}
with an expansion that may be differentiated term by term. Then
\begin{align}
\frac{u''}{u}&=\frac{1}{r^2}\,\frac{s(s-1)+s(s+1)ar+\dots}{1+ar+\dots}\nonumber\\
&=\frac{s(s-1)}{r^2}+\frac{[s(s+1)-s(s-1)]\,a}{r}+\dots
=\frac{s(s-1)}{r^2}+\frac{2sa}{r}+\dots
\end{align}
Inserting this in \eqref{inv} gives
\begin{equation}
V=\frac{C}{r^2}+\frac{D}{r}+O(1),\qquad D=sa,
\label{core}
\end{equation}
\begin{align}
C&=\tfrac12\left[(l+\eta+1)(l+\eta)-l(l+1)\right]\nonumber\\
&=\tfrac12\left[l^2+2l\eta+\eta^2+l+\eta-l^2-l\right]
=\tfrac12\,\eta\,(2l+1+\eta).
\label{C}
\end{align}
Every factor is positive, so the core is repulsive. An orbital that starts as $r^{l+\eta+1}$ needs the centrifugal barrier of an effective angular momentum $l+\eta$. The true barrier supplies the part belonging to $l$, and the pseudopotential must supply the rest. For $\eta=0$ the core vanishes, as it should.

Your guess $\eta=1$, $l=0$ gives $C=1$. It remains to find the actual $\eta$.

\subsection*{Why the mixture has $\eta=2$}

Let the core and valence orbitals $u_i$ ($i=c,v$) belong to the same local potential, with a point nucleus:
\begin{equation}
v(r)=-\frac Zr+v_0+v_1r+\dots,\qquad
u_i=a_i\,r^{l+1}\sum_{k\ge0}b_k^{(i)}r^k,\quad b_0^{(i)}=1.
\end{equation}
Write the radial equation as $u''-l(l+1)u/r^2=2(v-\varepsilon)u$ and compare the coefficients of $r^{l+k-1}$. On the left, $b_k$ is multiplied by $(l+1+k)(l+k)-l(l+1)=k(2l+1+k)$. Hence, with $b_k=0$ for $k<0$ and for $k\le3$,
\begin{equation}
k(2l+1+k)\,b_k=-2Zb_{k-1}+2(v_0-\varepsilon)b_{k-2}+2v_1b_{k-3}.
\label{rec}
\end{equation}
The first two steps are
\begin{equation}
b_1=-\frac{Z}{l+1},\qquad
b_2=\frac{1}{2l+3}\left[\frac{Z^2}{l+1}+v_0-\varepsilon\right].
\end{equation}
The coefficient $b_1$ is the nuclear cusp and does not depend on the energy. The energy first enters in $b_2$.

Now form $u=c_cu_c+c_vu_v$ and set $w_i=c_ia_i$. Cancelling the leading term means $w_c+w_v=0$. The coefficient of $r^{l+2}$ is $b_1(w_c+w_v)$, which is then zero too. This is the step missing from your estimate. In the coefficient of $r^{l+3}$ the energy-dependent part survives:
\begin{equation}
B_2=\sum_iw_ib_2^{(i)}=-\frac{S}{2l+3},\qquad
S=\sum_iw_i\varepsilon_i=w_c(\varepsilon_c-\varepsilon_v)\neq0.
\end{equation}
So $u\propto r^{l+3}$, that is, $\eta=2$, and \eqref{C} gives
\begin{equation}
C=\tfrac12\cdot2\,(2l+3)=2l+3 .
\end{equation}
For your $s$ state the coefficient is 3. This applies only to a channel that has a core orbital of the same $l$. Otherwise there is nothing to mix in, $u$ is the valence orbital itself, and $\eta=0$, $C=0$ (the $p$ channel of carbon, for example). With several core orbitals the same sums run over all of them: $\sum_iw_i=0$ again removes the $r^{l+2}$ term and $B_2=-S/(2l+3)$, so $\eta=2$ holds as long as $S=\sum_iw_i\varepsilon_i\neq0$. If the extra freedom is used to make $S$ vanish too, $\eta$ is larger and $C$ must be taken from \eqref{C}.

The next term follows from \eqref{rec} with $k=3$, summed with the weights $w_i$. The terms with $v_0$ and $v_1$ drop out because they multiply $\sum_iw_i=0$. With $S=-(2l+3)B_2$,
\begin{align}
6(l+2)B_3&=-2ZB_2-2b_1S=-2ZB_2+\frac{2Z}{l+1}S\nonumber\\
&=-2ZB_2\left[1+\frac{2l+3}{l+1}\right]=-2ZB_2\,\frac{3l+4}{l+1}.
\end{align}
Therefore $a=B_3/B_2=-Z(3l+4)/[3(l+1)(l+2)]$, and since $s=l+3$,
\begin{equation}
D=-\frac{Z(l+3)(3l+4)}{3(l+1)(l+2)},\qquad D=-2Z\ \text{ for } l=0 .
\end{equation}

In an atom with several electrons one goes on to subtract the Hartree and exchange-correlation potentials of the valence density. In the local density approximation both are finite at the nucleus when the density is finite, so this unscreening leaves $C$ unchanged.

\subsection*{The form factor}

Integrating $e^{-i\mathbf q\cdot\mathbf r}$ over angles gives $4\pi\sin(qr)/(qr)$, so
\begin{equation}
V(q)=\int V(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r=\frac{4\pi}{q}\int_0^\infty rV(r)\sin(qr)\,dr .
\label{ft}
\end{equation}
The integrand is finite at the origin, since $rV\sin(qr)\to Cq$. The singularity is thus harmless for the existence of the transform. The Coulomb tail makes $rV$ tend to a constant at large $r$; there the integral is understood with a factor $e^{-\delta r}$ and $\delta\to0^+$ at the end.

Split off the singular part with an arbitrary $\kappa>0$:
\begin{equation}
rV(r)=C\,\frac{e^{-\kappa r}}{r}+F(r),\qquad F(0)=D+\kappa C .
\end{equation}
The value $F(0)$ follows from $C/r-Ce^{-\kappa r}/r\to\kappa C$. For the first part, let $I(q)=\int_0^\infty e^{-\kappa r}\sin(qr)\,dr/r$. Then $I(0)=0$ and $I'(q)=\int_0^\infty e^{-\kappa r}\cos(qr)\,dr=\kappa/(\kappa^2+q^2)$, so
\begin{equation}
I(q)=\arctan\frac q\kappa=\frac\pi2-\frac\kappa q+O(q^{-3}).
\end{equation}
For the second part, assume that $F$ is continuous and $F'$ integrable. One integration by parts gives
\begin{equation}
\int_0^\infty F\sin(qr)\,dr=\frac{F(0)}q+\frac1q\int_0^\infty F'\cos(qr)\,dr=\frac{D+\kappa C}{q}+o(q^{-1}).
\end{equation}
The last integral vanishes as $q\to\infty$ by the Riemann--Lebesgue lemma. The convergence factor removes the boundary term at infinity. It also adds a term $-(\delta/q)\int e^{-\delta r}F\cos(qr)\,dr$, which disappears with $\delta$ because that integral stays bounded at fixed $q>0$. In the sum $\kappa$ cancels:
\begin{equation}
V(q)=\frac{2\pi^2C}{q}+\frac{4\pi D}{q^2}+o(q^{-2}).
\label{law}
\end{equation}
With \eqref{C} the leading term is
\begin{equation}
V(q)\to\frac{\pi^2\,\eta\,(2l+1+\eta)}{q},\qquad
\text{Zunger--Cohen: }\ \frac{2\pi^2(2l+3)}{q}.
\end{equation}

As a check on signs, a bare nucleus has $C=0$ and $D=-Z$, and \eqref{law} returns $-4\pi Z/q^2$. The hard-core form factor therefore decays more slowly, by one power of $q$, than that of the nucleus it replaces. This is a statement about large $q$: the $1/q$ term dominates only for $q\gg2|D|/(\pi C)$. For the $s$ mixture this scale is $4Z/(3\pi)$ with the full nuclear charge $Z$, that is $1.7$, $2.5$ and $5.9$ bohr$^{-1}$ for $Z=4$, $6$ and $14$. Near or below it the leading term alone is no guide.

The result needs $r^2V$ to approach a finite $C$, which is why the orbital was taken to start as a definite power of $r$. If $u\propto e^{-\beta/r}$ with $\beta>0$, then $u''/(2u)=\beta^2/(2r^4)-\beta/r^3$. The integrand of \eqref{ft} then behaves as $1/r^2$ at the origin, and the transform does not exist.

\subsection*{What this means for a semilocal potential}

$V_l$ acts on one angular momentum only, so its plane-wave matrix elements are not simply $V(q)$. Let $W$ be the short-range part of $V_l$, with the Coulomb tail $-Z/r$ removed and $W=0$ beyond some $r_c$. Only the term $(2l+1)i^lj_l(Kr)P_l$ of the plane wave contributes, and $\int P_l^2\,d\Omega=4\pi/(2l+1)$. The diagonal element, for plane waves without a volume factor, is
\begin{equation}
\langle\mathbf K|W\hat P_l|\mathbf K\rangle=4\pi(2l+1)\int_0^{r_c}r^2j_l^2(Kr)\,W(r)\,dr .
\end{equation}
The core part $C/r^2$ requires $J_l=\int_0^\infty j_l^2\,dx$. From $j_l'=j_{l-1}-(l+1)j_l/x$ and $j_{l-1}'=(l-1)j_{l-1}/x-j_l$ one finds
\begin{equation}
\frac{d}{dx}\left[x\left(j_l^2+j_{l-1}^2\right)\right]=(2l-1)j_{l-1}^2-(2l+1)j_l^2 .
\end{equation}
The bracket vanishes at both ends, so $(2l+1)J_l=(2l-1)J_{l-1}=\dots=J_0=\int_0^\infty\sin^2x\,dx/x^2=\pi/2$. Hence
\begin{equation}
\langle\mathbf K|W\hat P_l|\mathbf K\rangle\to4\pi(2l+1)\,\frac CK\,\frac{\pi}{2(2l+1)}=\frac{2\pi^2C}{K}.
\end{equation}
The factor $2\pi^2$ that multiplies $C/K$ is the same for every $l$ and equals that of the local law \eqref{law}; $C$ itself still depends on $l$ through \eqref{C}, and is $2l+3$ for the mixture. The part of $W$ of order $1/r$ contributes at most order $\ln K/K^2$.

\subsection*{Your example in numbers}

Take $Z=4$ and $x=Zr/2=2r$. The normalized orbitals are
\begin{equation}
u_c=2Z^{3/2}r\,e^{-2x},\qquad u_v=\frac{Z^{3/2}}{\sqrt2}\,r(1-x)e^{-x}.
\end{equation}
The linear term cancels if $2c_c+c_v/\sqrt2=0$, so $c_v=-2\sqrt2\,c_c$. Normalization, $c_c^2+c_v^2=9c_c^2=1$, gives $c_c=0.333$ and $c_v=-0.943$. Then
\begin{equation}
u\propto r\,e^{-x}\left(e^{-x}-1+x\right).
\end{equation}
Since $e^{-x}>1-x$ for $x>0$, there is no node. At small $x$ the bracket is $x^2/2-x^3/6+\dots$, so $u\propto r^3$.

For the potential, use that each $u_i$ solves the equation with $v=-Z/r$ at its own energy:
\begin{equation}
V=v+\varepsilon_v-\frac{\varepsilon_cc_cu_c+\varepsilon_vc_vu_v}{u}
=v+(\varepsilon_v-\varepsilon_c)\frac{c_cu_c}{u}.
\end{equation}
With $\varepsilon_v=-Z^2/8=-2$ and $\varepsilon_c=-Z^2/2=-8$ hartree this is
\begin{equation}
V=-\frac4r+\frac{6\,e^{-x}}{e^{-x}-1+x}
=-\frac4r+\frac{12}{x^2}\left(1-\frac{2x}3+\dots\right)
=\frac3{r^2}-\frac8r+\dots
\end{equation}
This agrees with $C=3$ and $D=-2Z=-8$. The limit of $qV(q)$ is $6\pi^2=59.22$ hartree\,bohr$^2$, or $451.2$ eV\,\AA$^2$. At $q=100$ bohr$^{-1}$ the two-term law gives
\begin{equation}
\frac{59.2176}{100}-\frac{8\pi\cdot4}{100^2}=0.59218-0.01005=0.5821\ \text{hartree\,bohr}^3,
\end{equation}
and direct integration gives $0.5821$ as well. The bare nucleus has $-0.0050$ there, smaller in magnitude by a factor of about 116.

\subsection*{Is norm conservation the cure?}

No. The two defects are separate. The mixture does violate norm conservation: far out, where $u_c$ has died away, $u\to c_vu_v$, and the tail density is $c_v^2=8/9$ of the true one. Beyond $r_c=1.5$ bohr the mixture holds $0.420$ electrons and the true $2s$ orbital $0.464$. The ratio, $0.906$, lies above $8/9$ because some core orbital is left there: $c_cc_vu_cu_v$ is positive where $u_v<0$.

The core strength \eqref{C}, however, depends on the exponent alone. To see this at work, keep the true $2s$ orbital outside $r_c$, with its sign chosen positive, and inside set
\begin{equation}
u=r^{s}\exp\left(\alpha+\beta t+\gamma t^2+\delta t^3\right),\qquad t=r^2-r_c^2 .
\end{equation}
Here $\alpha,\beta,\gamma$ match $u,u',u''$ at $r_c$. The term $\delta t^3$ has a triple zero at $r_c$ and leaves the matching intact. Inside, $t<0$, so raising $\delta$ lowers $u$ everywhere and the inner charge falls steadily from infinity to zero. Exactly one $\delta$ conserves the norm, for any chosen $\eta$.

The exponent contains even powers of $r$ only, so $a=0$ and $D=0$. With $\eta=2$ the $1/q$ tail is still there. With $\eta=0$ it is gone. Then $f=rV$ is continuous with $f(0)=0$, and $f'$ jumps at $r_c$. Two integrations by parts of \eqref{ft} leave
\begin{equation}
V(q)=\frac{4\pi r_c\,\Delta}{q^3}\sin(qr_c)+O(q^{-4}),\qquad
\Delta=V'(r_c^-)-V'(r_c^+).
\end{equation}
Here $\Delta=2.531$ hartree/bohr, so the amplitude of $q^3V(q)$ is $4\pi\cdot1.5\cdot2.531=47.7$ hartree. The form factors in hartree\,bohr$^3$, with NC for the norm-conserving orbitals, are:

\begin{center}
\begin{tabular}{rcccc}
$q$ (bohr$^{-1}$) & Zunger--Cohen & NC, $\eta=2$ & NC, $\eta=0$ & bare\\
10 & $4.918$ & $5.920$ & $-1.3\times10^{-3}$ & $-0.503$\\
100 & $0.5821$ & $0.5922$ & $-3.1\times10^{-5}$ & $-5.03\times10^{-3}$\\
1000 & $0.05912$ & $0.05922$ & $-4.7\times10^{-8}$ & $-5.03\times10^{-5}$
\end{tabular}
\end{center}

The $\eta=0$ form factor oscillates in sign, and $q=10$ happens to lie close to one of its zeros; it is about $+0.09$ at $q=9$ and $-0.04$ at $q=11$. The two hard-core columns share the limit $59.22/q$. They differ at smaller $q$ mainly through the $D$ term, which the second lacks. All three pseudopotentials are built to have the $2s$ energy as an eigenvalue; diagonalization with the two hard-core ones returns $-2.000$ hartree as the lowest level. The numerical check also checks the general coefficient for other $l$ and $\eta$.

So conserve the norm to get the tail charge right, and start the pseudo-orbital as $r^{l+1}$ to get rid of the $1/r^2$ core. Neither condition does the work of the other.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z = 4
2s energy = -2.0000 hartree
2s node radius = 0.500 bohr
matching radius rc: s 1.5, p 3.5 bohr
Zunger-Cohen, from numerical inversion at r = 1e-6 bohr:
 l=0: r^2 V = 2.99999 hartree bohr^2, 1/r coefficient = -8.0000 hartree bohr
 l=1: r^2 V = 4.99999 hartree bohr^2, 1/r coefficient = -6.2222 hartree bohr
 l=2: r^2 V = 6.99999 hartree bohr^2, 1/r coefficient = -5.5556 hartree bohr
s core strength C = 3.0000 hartree bohr^2 = 22.860 eV angstrom^2
s limit of q V(q) = 59.2176 hartree bohr^2 = 451.24 eV angstrom^2
mixing: core 0.33333, valence -0.94281
valence weight = 0.88889
charge beyond rc: true 2s 0.46353, Zunger-Cohen 0.41998 electrons
charge inside rc: true 2s 0.53647 electrons
lowest levels found by diagonalization (hartree):
 Zunger-Cohen s -2.000001
 norm-conserving eta=2 s -2.000001
 norm-conserving eta=2 p -0.888889, true 3p -0.888889
norm-conserving: l, eta, C, limit of qV, qV at q=400/bohr
 (last three in hartree bohr^2)
 0 0.5 0.3750 7.4022 7.4022
 0 1.0 1.0000 19.7392 19.7392
 0 2.0 3.0000 59.2176 59.2176
 1 1.0 2.0000 39.4784 39.4784
 1 2.0 5.0000 98.6960 98.6961
form factors in hartree bohr^3, q in 1/bohr:
 q, Zunger-Cohen, two-term law, NC eta=2, NC eta=0, bare
 10 4.91825e+00 4.91645e+00 5.92030e+00 -1.303e-03 -5.02655e-01
 30 1.86224e+00 1.86222e+00 1.97311e+00 1.741e-03 -5.58505e-02
 100 5.82123e-01 5.82123e-01 5.92192e-01 -3.147e-05 -5.02655e-03
 300 1.96275e-01 1.96275e-01 1.97393e-01 -1.241e-06 -5.58505e-04
 1000 5.91171e-02 5.91171e-02 5.92176e-02 -4.747e-08 -5.02655e-05
eta=0 slope jump at rc = 2.5313 hartree/bohr
eta=0 amplitude of q^3 V(q) = 47.715 hartree
semilocal element / (2 pi^2 C/K) at K=2000/bohr: s 1.00118, p 1.00234
\end{verbatim}
